\section*{Four-terminal resistance of a barrier read by weak point probes}

\section*{The system}

A wire carries one spin-degenerate channel. Between the left reservoir 1 and the right reservoir 2 it contains an elastic barrier with transmission probability $T>0$ and reflection probability $R=1-T$. Transport is phase-coherent, the temperature is zero, the response is linear, and there is no magnetic field. The barrier need not be symmetric.

Point probe 3 touches the wire at $x_3$, left of the barrier, and point probe 4 at $x_4$, right of it. Both lie outside the barrier potential and are ideal voltmeters, drawing no net current. Absorption by a probe at $x_p$ is described by the potential $-\tfrac{i}{2}\Gamma\,\delta(x-x_p)$; the lost flux enters the probe lead. The coupling is $\gamma=\Gamma/\hbar v$, with $v$ the Fermi velocity, and $\gamma\ll1$.

Let $T_{ij}$ be the probability of passing from terminal $j$ to terminal $i$, and $R_{ii}$ that of returning to $i$. The current entering the wire at terminal $i$ is
\begin{equation}
I_i=\frac{2e}{h}\Big[(1-R_{ii})\mu_i-\sum_{j\neq i}T_{ij}\mu_j\Big],\qquad \mu_i=eV_i .
\label{eq:current}
\end{equation}
Carriers are counted as positive; for electrons, voltages and currents both change sign, and their ratio does not. The quantity measured is $\mathcal R=(V_3-V_4)/I$, with $I=I_1$. It is positive when the potential drops along the current.

\section*{(a) What does a weak probe read?}

\textit{Express $\mu_3$ through the densities $n_1$ and $n_2$ at $x_3$ of the waves sent in with unit amplitude from reservoirs 1 and 2. Work to lowest order in $\gamma$.}

\medskip\noindent\textbf{Answer.} The absorbing potential removes particles at the rate $(\Gamma/\hbar)|\psi_j(x_3)|^2$. The incident flux is $v$, so
\begin{equation}
T_{3j}=\frac{\Gamma}{\hbar v}|\psi_j(x_3)|^2=\gamma n_j,\qquad j=1,2 .
\label{eq:probe}
\end{equation}
The probes change $\psi_j$ by a relative amount of order $\gamma$, which is dropped here. Passage from one probe to the other needs two weak couplings, so $T_{34}$ is of order $\gamma^2$ and is dropped too.

When all potentials are equal no current flows, hence $1-R_{33}=\sum_{j\ne3}T_{3j}$. Setting $I_3=0$ gives
\begin{equation}
n_1(\mu_3-\mu_1)+n_2(\mu_3-\mu_2)=0,
\end{equation}
or
\begin{equation}
\mu_3=\mu_2+f_3(\mu_1-\mu_2),\qquad f_3=\frac{n_1}{n_1+n_2}.
\label{eq:reading}
\end{equation}
The coupling has cancelled. The reading is an average of the reservoir potentials, weighted by the density each reservoir supplies at the contact. The same formula holds for probe 4 with the densities at $x_4$.

\section*{(b) How does the resistance depend on position?}

\textit{Find $\mathcal R$ as a function of $x_3$ and $x_4$.}

\medskip\noindent\textbf{Answer.} Let $r,t$ be the reflection and transmission amplitudes for a wave from the left, and $r',t'$ those for a wave from the right. Unitarity gives $|r|^2=|r'|^2=R$ and $|t|^2=|t'|^2=T$. On the left,
\begin{align}
n_1&=|e^{ikx_3}+re^{-ikx_3}|^2=1+R+2\sqrt R\cos\phi_L,\\
n_2&=|t'e^{-ikx_3}|^2=T,\qquad \phi_L=\arg r-2kx_3 .
\end{align}
Because $R+T=1$, the sum is $n_1+n_2=2(1+\sqrt R\cos\phi_L)$. Writing $f_3=1-n_2/(n_1+n_2)$,
\begin{equation}
f_3=1-\frac{T}{2(1+\sqrt R\cos\phi_L)} .
\end{equation}
On the right the roles are exchanged: $n_1=T$ and
\begin{equation}
n_2=|e^{-ikx_4}+r'e^{ikx_4}|^2=1+R+2\sqrt R\cos\phi_R,\quad \phi_R=\arg r'+2kx_4,
\end{equation}
so that
\begin{equation}
f_4=\frac{T}{2(1+\sqrt R\cos\phi_R)} .
\end{equation}
To lowest order the current is that of the bare barrier, $I=(2e/h)T(\mu_1-\mu_2)$. Since $V_3-V_4=(f_3-f_4)(\mu_1-\mu_2)/e$,
\begin{equation}
\mathcal R=\frac{h}{2e^2}\frac1T\left[1-\frac T2\left(\frac1{1+\sqrt R\cos\phi_L}+\frac1{1+\sqrt R\cos\phi_R}\right)\right].
\label{eq:map}
\end{equation}

\section*{(c) Between which values does it lie?}

\textit{Find the smallest and largest $\mathcal R$ when each probe can be moved over half a Fermi wavelength. Discuss the sign and the limits of weak and strong reflection.}

\medskip\noindent\textbf{Answer.} Moving a probe by half a wavelength, $\pi/k$, changes its phase by $2\pi$, so both cosines run independently over $[-1,1]$. For $R>0$, $1/(1+\sqrt R\,c)$ falls as $c$ rises, so $\mathcal R$ increases with each cosine. The extremes therefore have both cosines equal to $+1$ or both equal to $-1$. Using $T=(1-\sqrt R)(1+\sqrt R)$,
\begin{align}
\cos\phi_L=\cos\phi_R=+1:\quad &1-\frac{T}{1+\sqrt R}=1-(1-\sqrt R)=+\sqrt R,\\
\cos\phi_L=\cos\phi_R=-1:\quad &1-\frac{T}{1-\sqrt R}=1-(1+\sqrt R)=-\sqrt R .
\end{align}
Since $\mathcal R$ is continuous in the positions, it takes every value in
\begin{equation}
-\frac{h}{2e^2}\frac{\sqrt R}{T}\le\mathcal R\le+\frac{h}{2e^2}\frac{\sqrt R}{T},
\label{eq:range}
\end{equation}
including both ends.

\textit{Sign.} At a density minimum on the left, reservoir 1 supplies $n_1=(1-\sqrt R)^2$. This is less than the $n_2=(1-\sqrt R)(1+\sqrt R)$ supplied by reservoir 2 through the barrier. The left probe then reads closer to the right reservoir, and the right probe at its own minimum reads closer to the left one. For equal cosines $c$, the bracket in (\ref{eq:map}) is $1-T/(1+\sqrt R\,c)$, which is negative when $c<-\sqrt R$. No energy is gained: the probes carry no net current, so the supplied power is $I(V_1-V_2)=I^2(h/2e^2)/T>0$.

\textit{Limits.} For $R\to0$ the ends are $\pm(h/2e^2)\sqrt R$ to leading order. They are linear in the reflection amplitude because the incident and reflected waves interfere. For any $R$, the upper end lies below the two-terminal resistance $(h/2e^2)/T$ by
\begin{equation}
\frac{h}{2e^2}\frac{1-\sqrt R}{T}=\frac{h}{2e^2}\frac1{1+\sqrt R}.
\end{equation}
This gap tends to $h/4e^2$ as $T\to0$, while both resistances diverge.

\section*{(d) What survives averaging?}

\textit{Find the resistance (i) when each probe adds the densities over half a wavelength before its potential is set, and (ii) when point-probe resistances are averaged over all positions.}

\medskip\noindent\textbf{Answer.} (i) The cosine averages to zero in the densities. Hence $f_3=(1+R)/2$, $f_4=T/2$, and $f_3-f_4=(1+R-T)/2=R$, which gives
\begin{equation}
\mathcal R_{\rm dens}=\frac{h}{2e^2}\frac RT .
\end{equation}
(ii) Here the average of $1/(1+\sqrt R\cos\phi)$ is needed. With $u=\tan(\phi/2)$, $\cos\phi=(1-u^2)/(1+u^2)$ and $d\phi=2\,du/(1+u^2)$,
\begin{equation}
\int_{-\pi}^{\pi}\!\frac{d\phi/2\pi}{1+\sqrt R\cos\phi}
=\frac1\pi\int_{-\infty}^{\infty}\!\frac{du}{(1+\sqrt R)+(1-\sqrt R)u^2}
=\frac1{\sqrt{1-R}}=\frac1{\sqrt T}.
\end{equation}
Inserted twice in (\ref{eq:map}), this gives
\begin{equation}
\mathcal R_{\rm pos}=\frac{h}{2e^2}\frac{1-\sqrt T}{T}.
\end{equation}
The two differ because a reading is a ratio of densities, and the average of a ratio is not the ratio of averages.

\section*{(e) How does finite coupling move the ends?}

\textit{Give both probes the same small $\gamma$ and hold them at the extremal positions of (c). Find the correction to $\mathcal R$ of first order in $\gamma$.}

\medskip\noindent\textbf{Answer.} Let $\sigma=\pm\sqrt R$ label the two ends. There $re^{-2ikx_3}=r'e^{2ikx_4}=\sigma$. Time-reversal symmetry gives $t'=t$, and the bare waves at the probes are
\begin{align}
\psi_1(x_3)&=(1+\sigma)e^{ikx_3}, & \psi_2(x_3)&=te^{-ikx_3},\\
\psi_1(x_4)&=te^{ikx_4}, & \psi_2(x_4)&=(1+\sigma)e^{-ikx_4}.
\end{align}
The outgoing Green function of the bare barrier is $G(x,x')=\psi_2(x)\psi_1(x')/(i\hbar v t)$ for $x\le x'$, and it is symmetric. The prefactor follows from the slope jump $2m/\hbar^2$ and the Wronskian $\psi_2\psi_1'-\psi_2'\psi_1=2ikt$.

\textit{Waves at the probes.} To first order, $\delta\psi_j(x)=\sum_pG(x,x_p)(-\tfrac i2\Gamma)\psi_j(x_p)$. At $x_3$, probe 3 itself multiplies both waves by $1-\tfrac\gamma2(1+\sigma)$. Such a common factor does not affect the reading. Probe 4 adds the relative changes
\begin{equation}
\frac{\delta\psi_1}{\psi_1}=-\frac\gamma2\frac{t^2e^{2ik(x_4-x_3)}}{1+\sigma},\qquad
\frac{\delta\psi_2}{\psi_2}=-\frac\gamma2(1+\sigma).
\end{equation}
Unitarity requires $r^*t+t^*r'=0$, hence $t^2=-Trr'/R$ and $t^2e^{2ik(x_4-x_3)}=-T\sigma^2/R=-T$. The first change is therefore $+\tfrac\gamma2(1-\sigma)$. Let $a=T_{31}$, $b=T_{32}$ and $q=1-\gamma(1+\sigma)$. Squaring the waves gives
\begin{align}
a&=\gamma q(1+\sigma)^2[1+\gamma(1-\sigma)],\\
b&=\gamma q(1+\sigma)(1-\sigma)[1-\gamma(1+\sigma)],
\end{align}
so that
\begin{equation}
a-b=2\gamma q(1+\sigma)(\sigma+\gamma T),\qquad a+b=2\gamma q(1+\sigma).
\end{equation}
Exchanging left and right gives $T_{42}=a$ and $T_{41}=b$.

\textit{Probe to probe.} Let probe 4 emit the wave $A\,G(x,x_4)$ for unit incoming flux. Its flux into lead 1 is $v|A|^2|\psi_1(x_4)|^2/(\hbar v)^2$. By reciprocity this equals $T_{41}=\gamma|\psi_1(x_4)|^2$ at leading order, so $|A|^2=\hbar\Gamma$. Probe 3 absorbs $c=T_{34}=(\Gamma/\hbar)|A|^2|G(x_3,x_4)|^2=\gamma^2T$.

\textit{Readings.} Take $\mu_1=\tfrac12$, $\mu_2=-\tfrac12$ in units of their difference. The probe equations are then solved by $\mu_3=-\mu_4=u$, where $(a+b+2c)u=(a-b)/2$. With $T=(1+\sigma)(1-\sigma)$ and $T+\sigma^2=1$,
\begin{equation}
2u\simeq\frac{\sigma+\gamma T}{1+\gamma(1-\sigma)}\simeq\sigma+\gamma(T-\sigma+\sigma^2)=\sigma+\gamma(1-\sigma).
\end{equation}

\textit{Current.} The transmitted amplitude changes by $\delta t=-\tfrac\gamma2\sum_p\psi_2(x_p)\psi_1(x_p)=-\gamma t(1+\sigma)$, so $T_{21}=T[1-2\gamma(1+\sigma)]$. Equation (\ref{eq:current}), with $1-R_{11}=T_{21}+a+b$ and reciprocity, gives
\begin{align}
\frac{hI}{2e}&=T_{21}+\frac{a+b}2-(a-b)u\nonumber\\
&\simeq T-2\gamma T(1+\sigma)+\gamma(1+\sigma)(1-R)=T[1-\gamma(1+\sigma)].
\end{align}
Dividing $2u$ by this current,
\begin{equation}
\mathcal R\simeq\frac{h}{2e^2}\frac{[\sigma+\gamma(1-\sigma)][1+\gamma(1+\sigma)]}{T}
\simeq\frac{h}{2e^2}\frac{\sigma+\gamma(1+R)}{T}.
\label{eq:shift}
\end{equation}
Both ends move up by the same amount. For $R>0$ the weak-probe resistance is stationary at these positions, so readjusting the probes changes the ends only at order $\gamma^2$. The range (\ref{eq:range}) thus belongs to the limit $\gamma\to0$; a finite coupling can exceed its upper end.

\section*{(f) Numbers for a semiconductor wire}

\textit{Take an effective mass of $0.07\,m_e$, a Fermi energy of 10 meV and a rectangular barrier 15 meV high and 10 nm wide. Evaluate the range, the voltages at 0.1 mV bias, and the effects of coupling, probe width and temperature. Compare the model with real wires.}

\medskip\noindent\textbf{Answer.} The wavelength is 46.4 nm. The barrier has $T=0.4182$, $R=0.5818$ and $\sqrt R=0.7628$. With $h/2e^2=12.906$ k$\Omega$,
\begin{equation}
\frac{h}{2e^2}\frac{\sqrt R}T=12.906\times\frac{0.7628}{0.4182}\ \text{k}\Omega=23.54\ \text{k}\Omega .
\end{equation}
The two-terminal resistance is 30.86 k$\Omega$. With the barrier centred at $x=0$, one maximum has the probes at $\pm33.0$ nm and one minimum at $\pm21.4$ nm, a quarter wavelength closer on each side. At the maximum the left densities are $n_1=3.107$ and $n_2=0.418$, so $f_3=3.107/3.525=0.881$ and $f_4=0.119$. At the minimum the two readings are exchanged. A bias of 0.1 mV drives 3.24 nA and gives $V_3-V_4=\pm76.3\ \mu$V.

A numerical solution treats barrier and probes together, with the barrier replaced by a row of 60 delta spikes; this changes $T$ only in the fifth decimal. The resistances quoted below for averages, coupling, width and temperature use this row; for the exact rectangle they shift by up to about 0.003 k$\Omega$, which can change the last digit (10.90 becomes 10.91, 23.29 becomes 23.30). Searched over positions at $\gamma=10^{-5}$, it gives extremes of $-1.8238$ and $+1.8239$ in units of $h/2e^2$; (\ref{eq:range}), with the $T$ of the same row of spikes, gives $\pm1.8239$. For an asymmetric barrier rising linearly from 0 to 25 meV over 14 nm, also represented by 60 spikes (which changes its $\sqrt R/T$ by about 0.001), the search gives $-2.4935$ and $+2.4936$, against $\pm2.4935$.

\textit{Averages.} Adding densities over half a wavelength gives 17.96 k$\Omega$; averaging the resistance over positions gives 10.90 k$\Omega$.

\textit{Coupling.} For $\gamma=0.01$, (\ref{eq:shift}) predicts an upward shift of $0.01\times(1.5818/0.4182)\times12.906=0.49$ k$\Omega$. The full solution at the same positions gives $-23.06$ and $+24.03$ k$\Omega$, shifts of 0.48 and 0.49 k$\Omega$.

\textit{Probe width.} A probe of width $w$ that adds the densities beneath it multiplies the cosine terms by $\eta=\sin(kw)/(kw)$. The ends become $(h/2e^2)[1/T-1/(1\pm\sqrt R\,\eta)]$. For $w=5$ nm, $\eta=0.925$ and they are $+23.29$ and $-12.99$ k$\Omega$. The negative end suffers more because its denominator is small: $1-\sqrt R\,\eta$ rises from 0.237 to 0.294, while $1+\sqrt R\,\eta$ falls by the same amount, from 1.763 to 1.706, which is a much smaller fraction of its value.

\textit{Temperature.} With the probes held at the zero-temperature positions and $\Gamma$ independent of energy, thermal averaging gives $-23.32$ and $+23.53$ k$\Omega$ at 1 K, and $-20.24$ and $+23.43$ k$\Omega$ at 4 K. The negative end changes more. Holding $\gamma$ fixed instead of $\Gamma$ moves the 4 K values to $-20.27$ and $+23.42$ k$\Omega$. The average includes the energy dependence of both the interference phases and $T$, whose effects were not separated.

\textit{Comparison with real wires.} The mass is typical of a gate-defined wire in a common III--V semiconductor. The single-channel model with a 10 meV Fermi energy needs a large subband spacing, taken here as 20 meV; with a spacing of a few meV the Fermi energy would have to be lower to keep one channel. A 10 nm barrier is also sharper than a gate tens of nanometres away would produce. These changes alter $T$ and the wavelength, but not the bounds (\ref{eq:range}) as a function of $T$. For weak point probes the bounds hold even in the tails of a smooth barrier. Time reversal gives $\psi_1^*=r^*\psi_1+t^*\psi_2$ at every $x$, so $n_2/n_1=|1-r^*\psi_1/\psi_1^*|^2/T$ lies between $(1-\sqrt R)/(1+\sqrt R)$ and its inverse, and each reading $f$ lies between $(1-\sqrt R)/2$ and $(1+\sqrt R)/2$. Reaching both ends may require moving the probes out of the tails. The effect of width depends on how the probe couples. If it adds the densities beneath it, then for widths up to half a wavelength the lower end stays negative only while $\eta>\sqrt R$, here up to about 9.1 nm. At half a wavelength, 23.2 nm, $\eta=0$ and both ends collapse to 17.96 k$\Omega$. Beyond that $\eta$ changes sign, with $|\eta|\lesssim0.22$, and a barrier with $\sqrt R<|\eta|$ again gives a negative lower end. A weak probe that couples coherently into a single mode behaves differently. Then $T_{3j}\propto|\int g\,\psi_j\,dx|^2$ with a real profile $g$, the time-reversal identity above holds for these integrals, and the bounds remain. If $g$ is even about the probe centre and lies outside the barrier, $n_1$ and $n_2$ are multiplied by the same factor, so the full range survives whenever that factor is nonzero. Which description fits a given contact is not decided here. Electron--electron interactions beyond a fixed effective barrier are left out, and their effect is not estimated. Further values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
effective mass 0.07 m_e; Fermi energy 10.0 meV
barrier height 15.0 meV; width 10.0 nm
wave number 0.13555 1/nm; wavelength 46.355 nm
half wavelength 23.177 nm; hbar*v 147.55 meV nm
T 0.41821; R 0.58179; sqrt(R) 0.76275
T by wave matching 0.41817
shift of T, 60 to 120 spikes: -2.56e-05
h/2e^2 = 12.9064 kOhm
two-terminal resistance 30.861 kOhm
bound sqrt(R)/T = 1.82385 h/2e^2 = 23.539 kOhm
max: probe positions -33.023 and 33.023 nm
max: left probe n1 3.10730, n2 0.41821
max: right probe n1 0.41821, n2 3.10730
max: readings f3 0.88138, f4 0.11862
max: resistance 23.539 kOhm
max: V3-V4 at 0.1 mV bias: 76.275 uV
min: probe positions -21.434 and 21.434 nm
min: left probe n1 0.05629, n2 0.41821
min: right probe n1 0.41821, n2 0.05629
min: readings f3 0.11862, f4 0.88138
min: resistance -23.539 kOhm
min: V3-V4 at 0.1 mV bias: -76.275 uV
current at 0.1 mV bias: 3.2403 nA
blind search, gamma = 1e-5, resistances in h/2e^2:
  rectangle: T 0.41821, min -1.82382, max 1.82389, bound 1.82385
  ramp: T 0.32861, min -2.49346, max 2.49356, bound 2.49351
  well: T 0.85504, min -0.44528, max 0.44531, bound 0.44529
largest error of position formula 5.1e-05 h/2e^2
density-averaged resistance 17.955 kOhm
position-averaged resistance 10.904 kOhm
coupling slope: formula 3.7823, at max 3.7825, at min 3.7817 h/2e^2
first-order shift at gamma 0.01: 0.488 kOhm
gamma 0.01: min -23.058, max 24.030 kOhm
1 K: min -23.322, max 23.533 kOhm
4 K: min -20.240, max 23.433 kOhm
probe width 5.0 nm: contrast factor 0.9252
wide probe: min -12.992, max 23.294 kOhm
phase spread from 0.1 mV bias: 0.0448 rad
subband spacing 20.0 meV; second edge 10.0 meV above Fermi energy
second-subband thermal factor at 4 K: 2.5e-13
second-subband tail length 7.378 nm
tail amplitude at nearest probe 0.1078 of its barrier-face value
\end{verbatim}
